# Euler-Angle Extraction Near the Poles and the Stable Evaluation of D: test program

```python
# Result under test: z-y-z Euler angles (alpha, beta, gamma) are ill conditioned
# near beta = 0 and pi, where only alpha+gamma or alpha-gamma is defined, while
# the rotation matrix D^j evaluated from Cayley-Klein parameters has an error of
# at most sqrt(3)*j*|dR|, with dR the error of the 3x3 rotation matrix R.
# Conventions: active rotations, R = Rz(alpha) Ry(beta) Rz(gamma), hbar = 1,
# U = [[a, b], [-b*, a*]] the spin-1/2 matrix, q the unit quaternion,
# basis order m = j, j-1, ..., -j. All angles are in radians.
import numpy as np
from math import comb, sqrt, sin, cos, tan, pi, atan2, hypot, acos
from scipy.linalg import expm

rng = np.random.default_rng(7)


def rot_z(t):
    return np.array([[cos(t), -sin(t), 0], [sin(t), cos(t), 0], [0, 0, 1.0]])


def rot_y(t):
    return np.array([[cos(t), 0, sin(t)], [0, 1.0, 0], [-sin(t), 0, cos(t)]])


def rotation(al, be, ga):
    return rot_z(al) @ rot_y(be) @ rot_z(ga)


def d_reference(two_j, al, be, ga):
    """D^j from its definition, by diagonalizing the spin matrix Jy."""
    j = two_j / 2
    m = j - np.arange(two_j + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jy = (raising - raising.T) / 2j
    w, v = np.linalg.eigh(jy)
    middle = (v * np.exp(-1j * be * w)) @ v.conj().T
    return np.exp(-1j * al * m)[:, None] * middle * np.exp(-1j * ga * m)


def symmetric_power(matrix, two_j):
    """Action of a 2x2 matrix on normalized monomials of degree 2j."""
    a, b, c, d = (complex(x) for x in np.asarray(matrix).ravel())
    n = two_j
    out = np.zeros((n + 1, n + 1), complex)
    for row in range(n + 1):
        up_out = n - row                      # j + m'
        for col in range(n + 1):
            up_in = n - col                   # j + m
            total = 0j
            for k in range(max(0, up_out - col), min(up_in, up_out) + 1):
                total += (comb(up_in, k) * comb(col, up_out - k)
                          * a**k * c**(up_in - k)
                          * b**(up_out - k) * d**(col - up_out + k))
            out[row, col] = total * sqrt(comb(n, up_in) / comb(n, up_out))
    return out


def u_from_angles(al, be, ga):
    a = cos(be / 2) * np.exp(-0.5j * (al + ga))
    b = -sin(be / 2) * np.exp(-0.5j * (al - ga))
    return np.array([[a, b], [-np.conj(b), np.conj(a)]])


def u_from_matrix(r):
    """Cayley-Klein matrix from R by the largest column of 4 q q^T."""
    x, y, z = r[0, 0], r[1, 1], r[2, 2]
    k01, k02, k03 = r[2, 1] - r[1, 2], r[0, 2] - r[2, 0], r[1, 0] - r[0, 1]
    k12, k13, k23 = r[0, 1] + r[1, 0], r[0, 2] + r[2, 0], r[1, 2] + r[2, 1]
    k = np.array([[1 + x + y + z, k01, k02, k03],
                  [k01, 1 + x - y - z, k12, k13],
                  [k02, k12, 1 - x + y - z, k23],
                  [k03, k13, k23, 1 - x - y + z]])
    q = k[:, np.argmax(np.diag(k))]
    q = q / np.linalg.norm(q)
    a, b = q[0] - 1j * q[3], -q[2] - 1j * q[1]
    return np.array([[a, b], [-np.conj(b), np.conj(a)]])


def separate_angles(r):
    """Usual extraction; adding 0.0 removes negative zeros."""
    r = r + 0.0
    return (atan2(r[1, 2], r[0, 2]), atan2(hypot(r[0, 2], r[1, 2]), r[2, 2]),
            atan2(r[2, 1], 0.0 - r[2, 0]))


def joint_angles(u):
    """Angles from the phases of the Cayley-Klein parameters."""
    a, b = u[0]
    total, diff = -2 * np.angle(a), -2 * np.angle(-b)
    return (total + diff) / 2, 2 * atan2(abs(b), abs(a)), (total - diff) / 2


def wrap(t):
    return (t + pi) % (2 * pi) - pi


def norm2(m):
    return np.linalg.norm(m, 2)


def cross_matrix(w):
    return np.array([[0, -w[2], w[1]], [w[2], 0, -w[0]], [-w[1], w[0], 0]])


alpha, gamma, two_j = 0.7, 0.4, 4
j = two_j / 2
step = 1e-8

# The polynomial in a, b equals D^j from the spin matrices, all kinds of j.
for n in (1, 2, 3, 4, 7):
    for be in (0.0, 1e-7, 0.9, 2.8, pi):
        diff = symmetric_power(u_from_angles(1.9, be, -0.8), n) \
            - d_reference(n, 1.9, be, -0.8)
        assert norm2(diff) < 1e-12

# Jacobian from finite differences of R: determinant and singular values.
print("Jacobian from angle rates to angular velocity (dimensionless)")
for be in (0.01, 0.3, 2.5):
    angles, h, columns = np.array([alpha, be, gamma]), 1e-5, []
    for i in range(3):
        e = np.eye(3)[i] * h
        w = (rotation(*(angles + e)) - rotation(*(angles - e))) / (2 * h) \
            @ rotation(*angles).T
        columns.append([w[2, 1], w[0, 2], w[1, 0]])
    jac = np.array(columns).T
    sv = np.linalg.svd(jac, compute_uv=False)
    expected = sorted([sqrt(2) * cos(be / 2), 1, sqrt(2) * sin(be / 2)])[::-1]
    assert abs(np.linalg.det(jac) + sin(be)) < 1e-8
    assert np.allclose(sv, expected, atol=1e-8)
    print(f" beta={be:.2f} rad: det={np.linalg.det(jac):.6f}, "
          f"singular values {sv[0]:.6f} {sv[1]:.6f} {sv[2]:.6f}")

# A true small rotation: only one combination of angles reacts strongly.
omega = 1e-7 * np.array([0.6, -0.3, 0.5])
w_rho = omega[0] * cos(alpha) + omega[1] * sin(alpha)
print(f"True small rotation, |omega|={np.linalg.norm(omega):.3e} rad")
for be in (0.02, pi - 0.02):
    r0 = rotation(alpha, be, gamma)
    old = separate_angles(r0)
    new = separate_angles(expm(cross_matrix(omega)) @ r0)
    d_al, d_ga = new[0] - old[0], new[2] - old[2]
    plus = omega[2] + tan(be / 2) * w_rho
    minus = omega[2] - w_rho / tan(be / 2)
    assert abs(d_al + d_ga - plus) < 1e-4 * abs(plus)
    assert abs(d_al - d_ga - minus) < 1e-4 * abs(minus)
    print(f" beta={be:.6f} rad: change of alpha+gamma {d_al + d_ga:.3e} rad, "
          f"of alpha-gamma {d_al - d_ga:.3e} rad")

# Rounded entries: errors of alpha and gamma are no longer tied together.
be = 0.01
r0 = rotation(alpha, be, gamma)
rr = np.round(r0, 8)
dr, got = rr - r0, separate_angles(rr)
pred_al = (cos(alpha) * dr[1, 2] - sin(alpha) * dr[0, 2]) / sin(be)
pred_ga = (cos(gamma) * dr[2, 1] + sin(gamma) * dr[2, 0]) / sin(be)
assert abs(got[0] - alpha - pred_al) < 1e-11
assert abs(got[2] - gamma - pred_ga) < 1e-11

be, err_sep, err_joint = 1e-3, [], []
for al, ga in rng.uniform(-pi, pi, (4000, 2)):
    rr = np.round(rotation(al, be, ga), 8)
    s = separate_angles(rr)
    err_sep.append(wrap(s[0] + s[2] - al - ga))
    err_joint.append(wrap(-2 * np.angle(u_from_matrix(rr)[0, 0]) - al - ga))
rms_sep = np.sqrt(np.mean(np.square(err_sep)))
rms_joint = np.sqrt(np.mean(np.square(err_joint)))
rms_law = step / (sqrt(6) * sin(be))
assert abs(rms_sep / rms_law - 1) < 0.05      # sampling error is near 1 percent
assert np.max(np.abs(err_joint)) < 1.3 * step
print(f"Rounding step h={step:.0e}; 4000 random matrices at beta={be:.0e} rad")
print(f" rms error of alpha+gamma, separate extraction: {rms_sep:.3e} rad")
print(f" value of h/(sqrt(6) sin beta):                 {rms_law:.3e} rad")
print(f" rms error of alpha+gamma, Cayley-Klein:        {rms_joint:.3e} rad")

# Sensitivity of D to the two combinations, by finite differences.
s = 1e-5
for be in (0.3, 2.5):
    for sign, factor in ((1, cos(be / 2)), (-1, sin(be / 2))):
        slope = norm2(d_reference(two_j, alpha + s, be, gamma + sign * s)
                      - d_reference(two_j, alpha - s, be, gamma - sign * s))
        # The chosen combination changes by 4 s between the two evaluations.
        assert abs(slope / (4 * s) - j * factor) < 1e-7

# Distance between D matrices of two rotations that differ by angle theta.
theta, axis = 0.2, np.array([2.0, -1.0, 2.0]) / 3
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
small = expm(-0.5j * theta * np.tensordot(axis, pauli, 1))
u0 = u_from_angles(0.3, 1.1, 2.0)
distance = norm2(symmetric_power(small @ u0, 7) - symmetric_power(u0, 7))
assert abs(distance - 2 * sin(3.5 * theta / 2)) < 1e-12

# Uniform error bound for the route R -> quaternion -> D, poles included.
worst = 0.0
for trial in range(900):
    al, ga = rng.uniform(-pi, pi, 2)
    tiny = 10 ** rng.uniform(-10, 0)
    be = (tiny, pi - tiny, acos(rng.uniform(-1, 1)))[trial % 3]
    r0 = rotation(al, be, ga)
    rr = np.round(r0, 8)
    err = norm2(symmetric_power(u_from_matrix(rr), two_j)
                - d_reference(two_j, al, be, ga))
    size = np.linalg.norm(rr - r0)
    assert err <= sqrt(3) * j * size * (1 + 1e-6) + 1e-13
    worst = max(worst, err / (j * size))
print("Largest |dD|/(j |dR|) over 900 rotations, poles included: "
      f"{worst:.3f} (bound {sqrt(3):.3f})")

# Worked example: R stored to eight decimals.
print(f"Example: alpha={alpha} rad, gamma={gamma} rad, j={j:.0f}, 8 decimals")
print("Stored R at beta=1e-8 rad (dimensionless):")
for line in np.round(rotation(alpha, 1e-8, gamma), 8) + 0.0:
    print("  " + " ".join(f"{x:12.8f}" for x in line))
got = separate_angles(np.round(rotation(alpha, 1e-8, gamma), 8))
print(f" separate extraction: alpha={got[0]:.4f}, gamma={got[2]:.4f} rad")
got = joint_angles(u_from_matrix(np.round(rotation(alpha, 1e-8, gamma), 8)))
print(f" Cayley-Klein phases: alpha={got[0]:.4f}, gamma={got[2]:.4f} rad")
print("Absolute errors; S = separate angles, J = joint angles from a and b,")
print("C = direct Cayley-Klein; + is alpha+gamma, - is alpha-gamma (rad);")
print("D columns are spectral norms of the error of D (dimensionless)")
print("beta/rad        S+       S-       J+       J-      D(S)     D(J)     D(C)")
cases = [("1", 1.0), ("1e-2", 1e-2), ("1e-4", 1e-4), ("1e-6", 1e-6),
         ("1e-8", 1e-8), ("0", 0.0), ("pi-1e-8", pi - 1e-8), ("pi", pi)]
table = {}
for name, be in cases:
    exact = d_reference(two_j, alpha, be, gamma)
    rr = np.round(rotation(alpha, be, gamma), 8)
    u = u_from_matrix(rr)
    sep, joint = separate_angles(rr), joint_angles(u)
    row = []
    for ang in (sep, joint):
        row.append(abs(wrap(ang[0] + ang[2] - alpha - gamma)))
        row.append(abs(wrap(ang[0] - ang[2] - alpha + gamma)))
    direct = symmetric_power(u, two_j)
    from_joint = d_reference(two_j, *joint)
    row += [norm2(d_reference(two_j, *sep) - exact),
            norm2(from_joint - exact), norm2(direct - exact)]
    assert norm2(from_joint - direct) < 1e-12
    assert row[6] < sqrt(3) * j * 1.5 * step * (1 + 1e-6)
    table[name] = row
    print(f"{name:9s}" + " ".join(f"{x:8.1e}" for x in row))
# Near beta = 0 the damage to D is that of the wrong alpha+gamma, near pi that
# of the wrong alpha-gamma; a wrong undefined combination does no harm.
for name, column in (("1e-8", 0), ("0", 0), ("pi-1e-8", 1), ("pi", 1)):
    assert table[name][4] > 0.1
    assert abs(table[name][4] - 2 * sin(j * table[name][column] / 2)) < 1e-6
assert table["1e-8"][3] > 0.1 and table["1e-8"][5] < 1e-7

# Loss of small beta by the arccosine.
rr = np.round(rotation(alpha, 1e-5, gamma), 8)
beta_acos, beta_atan = acos(min(1.0, rr[2, 2])), separate_angles(rr)[1]
assert beta_acos == 0.0 and abs(beta_atan - 1e-5) < step
print(f"beta=1e-5 rad recovered by arccos: {beta_acos:.3e} rad, "
      f"by arctangent: {beta_atan:.4e} rad")

# Cancellation in the explicit sum: absent at the poles, strong at pi/2.
print("Explicit sum for j=30 in double precision (dimensionless)")
sum_error = []
for be in (1e-6, pi / 2):
    u = u_from_angles(alpha, be, gamma)
    growth = norm2(symmetric_power(np.abs(u), 60))
    assert abs(growth / (1 + sin(be))**30 - 1) < 1e-9
    sum_error.append(norm2(symmetric_power(u, 60)
                           - d_reference(60, alpha, be, gamma)))
    print(f" beta={be:.6f} rad: norm of absolute terms {growth:.4e}, "
          f"error of D {sum_error[-1]:.1e}")
assert sum_error[0] < 1e-11 and sum_error[1] > 1e3 * sum_error[0]
print("success")
```

Running it gives:

```
Jacobian from angle rates to angular velocity (dimensionless)
 beta=0.01 rad: det=-0.010000, singular values 1.414196 1.000000 0.007071
 beta=0.30 rad: det=-0.295520, singular values 1.398333 1.000000 0.211337
 beta=2.50 rad: det=-0.598472, singular values 1.342067 1.000000 0.445933
True small rotation, |omega|=8.367e-08 rad
 beta=0.020000 rad: change of alpha+gamma 5.027e-08 rad, of alpha-gamma -2.606e-06 rad
 beta=3.121593 rad: change of alpha+gamma 2.706e-06 rad, of alpha-gamma 4.973e-08 rad
Rounding step h=1e-08; 4000 random matrices at beta=1e-03 rad
 rms error of alpha+gamma, separate extraction: 4.081e-06 rad
 value of h/(sqrt(6) sin beta):                 4.082e-06 rad
 rms error of alpha+gamma, Cayley-Klein:        2.380e-09 rad
Largest |dD|/(j |dR|) over 900 rotations, poles included: 1.175 (bound 1.732)
Example: alpha=0.7 rad, gamma=0.4 rad, j=2, 8 decimals
Stored R at beta=1e-8 rad (dimensionless):
    0.45359612  -0.89120736   0.00000001
    0.89120736   0.45359612   0.00000001
   -0.00000001   0.00000000   1.00000000
 separate extraction: alpha=0.7854, gamma=0.0000 rad
 Cayley-Klein phases: alpha=1.0136, gamma=0.0864 rad
Absolute errors; S = separate angles, J = joint angles from a and b,
C = direct Cayley-Klein; + is alpha+gamma, - is alpha-gamma (rad);
D columns are spectral norms of the error of D (dimensionless)
beta/rad        S+       S-       J+       J-      D(S)     D(J)     D(C)
1         2.5e-09  7.8e-09  6.0e-09  7.8e-09  1.1e-08  1.5e-08  1.5e-08
1e-2      3.2e-07  3.2e-07  1.1e-09  9.9e-08  6.4e-07  2.6e-09  2.6e-09
1e-4      1.8e-05  4.6e-05  8.1e-10  1.3e-06  3.7e-05  1.7e-09  1.7e-09
1e-6      8.4e-04  1.1e-03  8.1e-10  4.5e-03  1.7e-03  9.1e-09  9.1e-09
1e-8      3.1e-01  4.9e-01  8.1e-10  6.3e-01  6.2e-01  9.6e-09  9.6e-09
0         1.1e+00  3.0e-01  8.1e-10  3.0e-01  1.8e+00  1.6e-09  1.6e-09
pi-1e-8   3.1e-01  4.9e-01  1.7e-01  3.2e-09  9.3e-01  7.2e-09  7.2e-09
pi        1.1e+00  3.0e-01  1.1e+00  3.2e-09  5.9e-01  6.4e-09  6.4e-09
beta=1e-5 rad recovered by arccos: 0.000e+00 rad, by arctangent: 9.9998e-06 rad
Explicit sum for j=30 in double precision (dimensionless)
 beta=0.000001 rad: norm of absolute terms 1.0000e+00, error of D 4.6e-15
 beta=1.570796 rad: norm of absolute terms 1.0737e+09, error of D 5.5e-08
success
```
